# Why a neutral supercell with frozen polaron geometry needs finite-size corrections: a numerical check

```python
"""
Result under test: a carrier of charge q relaxes a periodic insulating cell and
is then removed with the ions frozen. The ions keep a localized source charge
    q_pol = -q (1 - eps_inf/eps_0)
plus a uniform compensating density, and the neutral cell has the image energy
    -(alpha q^2 / 2L) (1/eps_inf - 1/eps_0).
eps_inf, eps_0: electronic and static permittivity; L: cubic supercell side;
alpha: Madelung constant of a cubic point-charge array in a uniform background.
Independent road: an fcc lattice of point dipoles with electronic and ionic
polarizabilities, relaxed explicitly. Lattice units: charge e, length a
(conventional cube edge), energy e^2/(4 pi eps_vac a).
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.special import erfc

# ---------------- inputs (rough, hafnia-like) ----------------
q = -1.0
eps_inf, eps_0 = 4.5, 20.0
a_nm = 0.51
n_example = 2
rms_radius_nm = 0.15
born_charge = 5.0
phonon_eV = 0.050
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # eV nm
k_B = sc.k / sc.e                                      # eV/K


def integer_vectors(nmax):
    return np.array(list(itertools.product(range(-nmax, nmax + 1), repeat=3)), float)


def image_energy(eps_diag, split=2.5):
    """Image energy of a unit point charge array, cell side 1, diagonal tensor."""
    eps = np.array(eps_diag, float)
    eta = split * np.sqrt(eps.mean())
    det = eps.prod()
    n = integer_vectors(6)
    n = n[(n**2).sum(1) > 0]
    g2 = ((2 * np.pi * n)**2 * eps).sum(1)
    r = np.sqrt((n**2 / eps).sum(1))
    total = (4 * np.pi * np.exp(-g2 / (4 * eta**2)) / g2).sum()
    total += (erfc(eta * r) / r).sum() / np.sqrt(det)
    total -= np.pi / eta**2 + 2 * eta / np.sqrt(np.pi * det)
    return 0.5 * total


alpha = -2 * image_energy([1, 1, 1])
assert abs(alpha + 2 * image_energy([1, 1, 1], 2.0)) < 1e-9


def periodic_kernels(frac):
    """Gradient and Hessian of the periodic unit-charge potential, side 1."""
    eta = 2.5
    grad = np.zeros((len(frac), 3))
    hess = np.zeros((len(frac), 3, 3))
    eye = np.eye(3)
    for shift in integer_vectors(2):
        r = frac + shift
        r2 = (r**2).sum(1)
        own = r2 < 1e-12
        r2 = np.where(own, 1.0, r2)
        d = np.sqrt(r2)
        gauss = 2 * eta / np.sqrt(np.pi) * np.exp(-eta**2 * r2)
        b = (erfc(eta * d) / d + gauss) / r2
        c = (3 * b + 2 * eta**2 * gauss) / r2
        b[own] = 0.0
        c[own] = 0.0
        grad -= b[:, None] * r
        hess += c[:, None, None] * r[:, :, None] * r[:, None, :]
        hess -= b[:, None, None] * eye
        # remove the potential of the dipole's own point charge at its site
        hess[own] += 4 * eta**3 / (3 * np.sqrt(np.pi)) * eye
    n = integer_vectors(4)
    n2 = (n**2).sum(1)
    g = 2 * np.pi * n[(n2 > 0) & (n2 <= 22)]
    g2 = (g**2).sum(1)
    w = 4 * np.pi / g2 * np.exp(-g2 / (4 * eta**2))
    phase = frac @ g.T
    grad -= np.sin(phase) @ (w[:, None] * g)
    gg = (w[:, None, None] * g[:, :, None] * g[:, None, :]).reshape(-1, 9)
    hess -= (np.cos(phase) @ gg).reshape(-1, 3, 3)
    return grad, hess


# Polarizabilities that give the chosen permittivities in a cubic dipole lattice
density = 4.0
clausius = lambda eps: (eps - 1) / (eps + 2) * 3 / (4 * np.pi * density)
pol_el = clausius(eps_inf)
pol_tot = clausius(eps_0)
pol_ion = pol_tot - pol_el
# dipole produced per ionic dipole at zero macroscopic field (Born enhancement)
born_factor = 1 / (1 - 4 * np.pi * density * pol_el / 3)


def frozen_cell(N, final_charges):
    """Relax with charge q, freeze ionic dipoles, return energies and dipoles."""
    m = 2 * N
    idx = np.rint(np.fft.fftfreq(m) * m).astype(int)
    pts = np.array(list(itertools.product(idx, repeat=3)))
    fcc = pts.sum(1) % 2 == 0
    grad, hess = periodic_kernels(pts[fcc] / m)
    field = np.zeros((m**3, 3))
    field[fcc] = -grad / N**2
    tens = np.zeros((m**3, 3, 3))
    tens[fcc] = hess / N**3
    field = field.reshape(m, m, m, 3)
    tk = np.fft.fftn(tens.reshape(m, m, m, 3, 3), axes=(0, 1, 2))
    fwd = lambda v: np.fft.fftn(v, axes=(0, 1, 2))
    back = lambda v: np.fft.ifftn(v, axes=(0, 1, 2)).real

    def respond(pol, v):
        k = np.eye(3) / pol - tk
        return back(np.linalg.solve(k, fwd(v)[..., None])[..., 0])

    stiffness = np.linalg.eigvalsh(np.eye(3) / pol_tot - tk.real)
    assert stiffness.min() > 0, "dipole lattice must be stable"
    p_tot = respond(pol_tot, q * field)
    p_ion = p_tot * pol_ion / pol_tot
    t_p = back(np.einsum('...ij,...j->...i', tk, fwd(p_ion)))
    energies = []
    for qf in final_charges:
        local = qf * field + t_p
        p_el = respond(pol_el, local)
        e = -alpha * qf**2 / (2 * N) + (p_ion**2).sum() / (2 * pol_ion)
        e -= qf * (p_ion * field).sum() + 0.5 * (p_ion * t_p).sum()
        e -= 0.5 * (p_el * local).sum()
        energies.append(e)
    # the charged energy must equal that of the jointly relaxed dipoles
    joint = -alpha * q**2 / (2 * N) - 0.5 * q * (p_tot * field).sum()
    assert abs(energies[0] - joint) < 1e-8
    return energies, p_ion


finals = [q, 0.0, -q]
sizes = [2, 3, 4, 5, 6, 8, 10]
energy = {}
ionic = {}
for N in sizes:
    energy[N], ionic[N] = frozen_cell(N, finals)

# ---------------- localized charge from dipole flux through planes ----------
q_pol = -q * (1 - eps_inf / eps_0)
N_flux = 8
planes = np.arange(1, N_flux + 1)
x = planes * 0.5
plane_dipole = ionic[N_flux][..., 0].sum(axis=(1, 2))[planes]
enclosed = -2 * born_factor * plane_dipole / 0.5
expected = q_pol * (1 - 2 * x / N_flux)
far = planes >= 4
assert np.abs(enclosed - expected)[far].max() < 2e-3
slope_q, q_local = np.polyfit(x[far], enclosed[far], 1)
assert abs(q_local - q_pol) < 5e-3
assert abs(slope_q * N_flux / 2 + q_pol) < 5e-3

# ---------------- 1/L coefficients from the dipole lattice ------------------
fit_sizes = np.array([4, 5, 6, 8, 10], float)
basis = np.stack([fit_sizes**-p for p in (0.0, 1.0, 3.0, 5.0)], axis=1)
data = np.array([energy[int(N)] for N in fit_sizes])
coef = np.linalg.lstsq(basis, data, rcond=None)[0]
measured = -2 * coef[1] / alpha


def predicted_factor(qf):
    lattice = q**2 / eps_0 - (q + q_pol)**2 / eps_inf
    return lattice + (qf + q_pol)**2 / eps_inf


predicted = np.array([predicted_factor(qf) for qf in finals])
assert np.abs(measured - predicted).max() < 2e-3
neutral_factor = q**2 * (1 / eps_inf - 1 / eps_0)
assert abs(measured[1] - neutral_factor) < 2e-3
vertical_factor = q**2 * (2 / eps_0 - 1 / eps_inf)
assert abs(measured[0] - measured[1] - vertical_factor) < 3e-3

# ---------------- worked example --------------------------------------------
to_eV = coulomb / a_nm
L_nm = n_example * a_nm
unit_corr = alpha * coulomb / (2 * L_nm)
corr_neutral = unit_corr * neutral_factor
corr_charged = unit_corr * q**2 / eps_0
corr_vertical = unit_corr * vertical_factor
limit_eV = coef[0, 1] * to_eV
table = []
for N in sizes:
    raw = energy[N][1] * to_eV
    fixed = raw + alpha * coulomb / (2 * N * a_nm) * neutral_factor
    table.append((N, N * a_nm, raw, fixed))
    if N >= 3:
        assert abs(fixed - limit_eV) < 0.2 * abs(raw - limit_eV)

# ---------------- neglected effects -----------------------------------------
# finite radius: check the L^-3 law on a Gaussian charge, cell side 1
sigma = 0.1
n = integer_vectors(9)
g2 = 4 * np.pi**2 * (n**2).sum(1)
g2 = g2[g2 > 0]
gauss_image = (2 * np.pi / g2 * np.exp(-g2 * sigma**2)).sum()
gauss_image -= 1 / (2 * np.sqrt(np.pi) * sigma)
assert abs(gauss_image - (-alpha / 2 + 2 * np.pi / 3 * 3 * sigma**2)) < 1e-6
radius_shift = -2 * np.pi * rms_radius_nm**2 / (3 * L_nm**3) * coulomb * neutral_factor

tensor_inf, tensor_0 = [4.2, 4.6, 4.7], [16.0, 20.0, 24.0]
corr_aniso = -(image_energy(tensor_inf) - image_energy(tensor_0)) * coulomb / L_nm
corr_low = unit_corr * (1 / eps_inf - 1 / (0.8 * eps_0))
corr_high = unit_corr * (1 / eps_inf - 1 / (1.2 * eps_0))
r_near = a_nm / np.sqrt(2)
field_near = coulomb / (eps_0 * r_near**2) * 10        # V/nm -> MV/cm
field_edge = coulomb / (eps_0 * (L_nm / 2)**2) * 10
near_dipole = np.linalg.norm(ionic[10][1, 1, 0]) * born_factor
shift_pm = near_dipole / born_charge * a_nm * 1000


def level_width(T):
    classical = np.sqrt(2 * limit_eV * k_B * T)
    quantum = np.sqrt(limit_eV * phonon_eV / np.tanh(phonon_eV / (2 * k_B * T)))
    return classical, quantum


# ---------------- output ----------------------------------------------------
print(f"carrier charge q = {q:.0f} e; eps_inf = {eps_inf}; eps_0 = {eps_0}")
print(f"cubic cell a = {a_nm} nm; example supercell L = {L_nm:.2f} nm")
print(f"Madelung constant alpha = {alpha:.6f}")
print(f"Coulomb constant = {coulomb:.6f} eV nm")
print(f"q_pol, formula = {q_pol:+.4f} e")
print(f"q_pol, dipole flux extrapolated to x=0 = {q_local:+.4f} e")
print(f"electronically screened q_pol/eps_inf = {q_pol/eps_inf:+.4f} e")
print(f"Ionic charge inside slab |x'|<x, supercell side {N_flux*a_nm:.2f} nm:")
print("  x (nm)   dipole lattice (e)   q_pol(1-2x/L) (e)")
for xi, ci, ei in zip(x, enclosed, expected):
    print(f"  {xi*a_nm:5.3f}    {ci:+.4f}              {ei:+.4f}")
print("Image factor f in E_image = -alpha f/(2L), frozen ions:")
for qf, mf, pf in zip(finals, measured, predicted):
    print(f"  final charge {qf:+.0f} e: lattice {mf:.5f}, formula {pf:.5f}")
print(f"vertical factor 2/eps_0 - 1/eps_inf = {vertical_factor:+.5f}")
print("Neutral frozen-cell energy above pristine cell:")
print("  N   L (nm)   raw (eV)   corrected (eV)")
for N, side, raw, fixed in table:
    print(f"  {N:2d}  {side:5.2f}    {raw:.4f}     {fixed:.4f}")
print(f"extrapolated infinite-cell energy = {limit_eV:.4f} eV")
print(f"alpha e^2/(2L) in vacuum, example cell = {unit_corr:.4f} eV")
print(f"correction to add, neutral frozen = {corr_neutral:+.4f} eV")
print(f"correction to add, charged relaxed = {corr_charged:+.4f} eV")
print(f"correction to add, vertical E(q)-E(0) = {corr_vertical:+.4f} eV")
print("Neglected effects, example cell:")
print(f"  rms radius {rms_radius_nm} nm changes neutral correction by {radius_shift:+.4f} eV")
print(f"  tensors {tensor_inf}, {tensor_0}: neutral correction {corr_aniso:+.4f} eV")
print(f"  eps_0 20% lower / higher: {corr_low:+.4f} / {corr_high:+.4f} eV")
print(f"  continuum field at {r_near:.3f} nm = {field_near:.2f} MV/cm")
print(f"  continuum field at L/2 = {field_edge:.2f} MV/cm (one charge, no images)")
print(f"  neighbour shift for Born charge {born_charge:.0f} e = {shift_pm:.1f} pm")
for T in (300.0, 358.0):
    wc, wq = level_width(T)
    print(f"  level width at {T:.0f} K: classical {wc:.3f}, {phonon_eV*1000:.0f} meV phonon {wq:.3f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
carrier charge q = -1 e; eps_inf = 4.5; eps_0 = 20.0
cubic cell a = 0.51 nm; example supercell L = 1.02 nm
Madelung constant alpha = 2.837297
Coulomb constant = 1.439965 eV nm
q_pol, formula = +0.7750 e
q_pol, dipole flux extrapolated to x=0 = +0.7749 e
electronically screened q_pol/eps_inf = +0.1722 e
Ionic charge inside slab |x'|<x, supercell side 4.08 nm:
  x (nm)   dipole lattice (e)   q_pol(1-2x/L) (e)
  0.255    +0.7100              +0.6781
  0.510    +0.5778              +0.5813
  0.765    +0.4847              +0.4844
  1.020    +0.3875              +0.3875
  1.275    +0.2906              +0.2906
  1.530    +0.1937              +0.1938
  1.785    +0.0969              +0.0969
  2.040    -0.0000              +0.0000
Image factor f in E_image = -alpha f/(2L), frozen ions:
  final charge -1 e: lattice 0.05000, formula 0.05000
  final charge +0 e: lattice 0.17217, formula 0.17222
  final charge +1 e: lattice 0.73868, formula 0.73889
vertical factor 2/eps_0 - 1/eps_inf = -0.12222
Neutral frozen-cell energy above pristine cell:
  N   L (nm)   raw (eV)   corrected (eV)
   2   1.02    0.2456     0.5905
   3   1.53    0.3691     0.5991
   4   2.04    0.4282     0.6007
   5   2.55    0.4626     0.6005
   6   3.06    0.4853     0.6003
   8   4.08    0.5137     0.5999
  10   5.10    0.5308     0.5998
extrapolated infinite-cell energy = 0.5996 eV
alpha e^2/(2L) in vacuum, example cell = 2.0027 eV
correction to add, neutral frozen = +0.3449 eV
correction to add, charged relaxed = +0.1001 eV
correction to add, vertical E(q)-E(0) = -0.2448 eV
Neglected effects, example cell:
  rms radius 0.15 nm changes neutral correction by -0.0110 eV
  tensors [4.2, 4.6, 4.7], [16.0, 20.0, 24.0]: neutral correction +0.3447 eV
  eps_0 20% lower / higher: +0.3199 / +0.3616 eV
  continuum field at 0.361 nm = 5.54 MV/cm
  continuum field at L/2 = 2.77 MV/cm (one charge, no images)
  neighbour shift for Born charge 5 e = 4.0 pm
  level width at 300 K: classical 0.176, 50 meV phonon 0.200 eV
  level width at 358 K: classical 0.192, 50 meV phonon 0.212 eV
ALL CHECKS PASSED
```
